# Size intensivity of EOM-CC excitation energies and its failure in CISD: a numerical check

```python
# Result under test: for noninteracting fragments, H = H_A + H_B, the EOM-CCSD
# matrix is block triangular and contains the excitation energies of each
# isolated fragment exactly; CISD excitation energies instead shift when a
# spectator fragment is added.
# Symbols: T cluster operator, Hbar = exp(-T) H exp(T), P = reference + singles
# + doubles, K = CISD matrix minus the Hartree-Fock energy, h = its reference
# column, E_c = correlation energy, N = number of identical fragments.
# Helium energies are in hartree (Eh); chain energies in units of the hopping.
from itertools import combinations
from types import SimpleNamespace
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import linear_sum_assignment
from scipy.constants import physical_constants
from pyscf import gto

EV = physical_constants['Hartree energy in eV'][0]


def hartree_fock(h, eri, overlap, pairs):
    """Closed-shell SCF with density mixing; returns integrals over orbitals."""
    density = np.zeros_like(h)
    for _ in range(400):
        fock = (h + 2 * np.einsum('pqrs,rs->pq', eri, density)
                - np.einsum('prqs,rs->pq', eri, density))
        c = eigh(fock, overlap)[1]
        density = 0.5 * density + 0.5 * c[:, :pairs] @ c[:, :pairs].T
    h_mo = c.T @ h @ c
    eri_mo = np.einsum('pqrs,pi,qj,rk,sl->ijkl', eri, c, c, c, c, optimize=True)
    o = slice(0, pairs)
    fock_mo = (h_mo + 2 * np.einsum('pqii->pq', eri_mo[:, :, o, o])
               - np.einsum('piqi->pq', eri_mo[:, o, :, o]))
    assert np.abs(fock_mo[:pairs, pairs:]).max() < 1e-9
    return h_mo, eri_mo, pairs


def chain(site_energies, onsite, neighbour, pairs):
    n = len(site_energies)
    h = np.diag(np.array(site_energies, float))
    eri = np.zeros((n,) * 4)
    for i in range(n):
        eri[i, i, i, i] = onsite
        if i + 1 < n:
            h[i, i + 1] = h[i + 1, i] = -1.0
            eri[i, i, i + 1, i + 1] = eri[i + 1, i + 1, i, i] = neighbour
    return hartree_fock(h, eri, np.eye(n), pairs)


def string_operators(n_orb, n_el):
    """Matrices of a_p^dagger a_q between occupation strings of one spin."""
    strings = list(combinations(range(n_orb), n_el))
    index = {s: k for k, s in enumerate(strings)}
    ops = np.zeros((n_orb, n_orb, len(strings), len(strings)))
    for col, occ in enumerate(strings):
        for pos, q in enumerate(occ):
            rest = occ[:pos] + occ[pos + 1:]
            for p in range(n_orb):
                if p not in rest:
                    new_pos = sum(r < p for r in rest)
                    row = index[tuple(sorted(rest + (p,)))]
                    ops[p, q, row, col] = (-1) ** (pos + new_pos)
    return strings, index, ops


def spin_product(left, right):
    """Sum over k of left[k] (alpha) times right[k] (beta) on determinants."""
    n = left.shape[-1]
    full = np.tensordot(left, right, axes=(0, 0))
    return full.transpose(0, 2, 1, 3).reshape(n * n, n * n)


def make_system(fragments):
    """Full determinant Hamiltonian and SD space of the joined fragments."""
    n = sum(f[0].shape[0] for f in fragments)
    h, eri, occ, start = np.zeros((n, n)), np.zeros((n,) * 4), [], 0
    for h_f, eri_f, pairs in fragments:
        s = slice(start, start + h_f.shape[0])
        h[s, s] = h_f
        eri[s, s, s, s] = eri_f
        occ += list(range(start, start + pairs))
        start += h_f.shape[0]
    virt = [p for p in range(n) if p not in occ]
    strings, index, ops = string_operators(n, len(occ))
    ns = len(strings)
    dressed = np.tensordot(eri, ops, axes=([2, 3], [0, 1]))
    h_eff = h - 0.5 * np.einsum('pqqs->ps', eri)
    same = np.tensordot(h_eff, ops, axes=2)
    same = same + 0.5 * np.matmul(ops, dressed).sum(axis=(0, 1))
    one = np.eye(ns)
    ham = np.kron(same, one) + np.kron(one, same)
    ham += spin_product(ops.reshape(-1, ns, ns), dressed.reshape(-1, ns, ns))
    singles = [ops[a, i] for i in occ for a in virt]
    doubles = [ops[a, i] @ ops[b, j] for i, j in combinations(occ, 2)
               for a, b in combinations(virt, 2)]
    singles, same_spin = np.array(singles), np.array(singles + doubles)
    r = index[tuple(occ)]
    ref = one[r]
    cols = [np.kron(ref, ref)]
    cols += [np.kron(x[:, r], ref) for x in same_spin]
    cols += [np.kron(ref, x[:, r]) for x in same_spin]
    cols += [np.kron(x[:, r], y[:, r]) for x in singles for y in singles]
    space = np.array(cols).T
    return SimpleNamespace(H=ham, P=space, singles=singles, same=same_spin,
                           strings=strings, occ=occ, e_ref=cols[0] @ ham @ cols[0])


def cluster_operator(s, t):
    m, k = len(s.same), len(s.singles)
    one = np.eye(s.same.shape[-1])
    mixed = np.tensordot(t[2 * m:].reshape(k, k), s.singles, axes=1)
    return (np.kron(np.tensordot(t[:m], s.same, axes=1), one)
            + np.kron(one, np.tensordot(t[m:2 * m], s.same, axes=1))
            + spin_product(s.singles, mixed))


def exp_apply(op, vectors, n_el):
    """exp(op) on vectors; the series ends because op is nilpotent."""
    out, term = vectors.copy(), vectors
    for k in range(1, n_el + 1):
        term = op @ term / k
        if not term.any():
            break
        out += term
    return out


def solve_ccsd(s):
    """Returns energy, amplitudes and norm of Hbar|0> outside the SD space."""
    q, ref, n_el = s.P[:, 1:], s.P[:, 0], 2 * len(s.occ)
    inverse = np.linalg.inv(q.T @ s.H @ q - s.e_ref * np.eye(q.shape[1]))
    t = np.zeros(q.shape[1])
    for _ in range(200):
        op = cluster_operator(s, t)
        image = exp_apply(-op, s.H @ exp_apply(op, ref, n_el), n_el)
        residual = q.T @ image
        if np.abs(residual).max() < 1e-10:
            break
        t = t - inverse @ residual
    assert np.abs(residual).max() < 1e-10
    return ref @ image, t, np.linalg.norm(image - s.P @ (s.P.T @ image))


def hbar_matrix(s, t):
    op, n_el = cluster_operator(s, t), 2 * len(s.occ)
    right = s.H @ exp_apply(op, s.P, n_el)
    return exp_apply(-op.T, s.P, n_el).T @ right


def cisd_matrix(s):
    return s.P.T @ s.H @ s.P - s.e_ref * np.eye(s.P.shape[1])


def sector_labels(s, size_a):
    """'' reference, 'A', 'B', 'AB' by excited fragment; 'X' if the charge or
    spin projection of the fragments differs from the reference."""
    def split(string):
        return (tuple(p for p in string if p < size_a),
                tuple(p for p in string if p >= size_a))
    ref_a, ref_b = split(s.occ)
    labels = []
    for column in s.P.T:
        i, j = divmod(int(np.argmax(np.abs(column))), len(s.strings))
        (a1, b1), (a2, b2) = split(s.strings[i]), split(s.strings[j])
        if len(a1) != len(ref_a) or len(a2) != len(ref_a):
            labels.append('X')
        else:
            labels.append('A' * ((a1, a2) != (ref_a, ref_a))
                          + 'B' * ((b1, b2) != (ref_b, ref_b)))
    return np.array(labels)


def block_max(matrix, labels, row, col):
    return np.abs(matrix[np.ix_(labels == row, labels == col)]).max()


def nearest(values, target):
    return values[np.argmin(np.abs(values - target))]


def mismatch(found, expected):
    assert len(found) == len(expected)
    cost = np.abs(np.subtract.outer(found, expected))
    return cost[linear_sum_assignment(cost)].max()


def singles_block_roots(s, matrix, energy):
    m, k = len(s.same), len(s.singles)
    idx = np.r_[1:1 + k, 1 + m:1 + m + k]
    return np.linalg.eigvals(matrix[np.ix_(idx, idx)]) - energy


def check_triangular(pair, t, energy, parts, size_a):
    """Block pattern and full spectrum of the pair against the fragments."""
    matrix, lab = hbar_matrix(pair, t), sector_labels(pair, size_a)
    assert np.abs(t[np.isin(lab[1:], ['AB', 'X'])]).max() < 1e-8
    for row, col in [('A', ''), ('B', ''), ('AB', ''), ('AB', 'A'),
                     ('AB', 'B'), ('A', 'B'), ('B', 'A')]:
        assert block_max(matrix, lab, row, col) < 1e-8
    for other in ['', 'A', 'B', 'AB']:
        assert block_max(matrix, lab, 'X', other) < 1e-8
        assert block_max(matrix, lab, other, 'X') < 1e-8
    keep = lab != 'X'
    found = np.linalg.eigvals(matrix[np.ix_(keep, keep)]) - energy
    expected, sums = [np.zeros(1)], []
    for s, m, e in parts:
        expected.append(np.linalg.eigvals(m[1:, 1:]) - e)
        sums.append(singles_block_roots(s, m, e))
    expected.append(np.add.outer(sums[0], sums[1]).ravel())
    assert mismatch(found, np.concatenate(expected)) < 1e-6
    return matrix, lab


def collective(k_matrix, n):
    """CISD matrix with the reference coupling scaled by sqrt(n)."""
    out = k_matrix.copy()
    out[0, 1:] *= np.sqrt(n)
    out[1:, 0] *= np.sqrt(n)
    return out


def self_energy(k_matrix, e):
    h, kq = k_matrix[1:, 0], k_matrix[1:, 1:]
    return h @ np.linalg.solve(e * np.eye(len(h)) - kq, h)


# ---- unlike model fragments: four electrons beside two electrons ----
frag_a = chain([0.0, 0.3, -0.2, 0.1], 1.5, 0.5, 2)
frag_b = chain([0.0, 0.4], 2.0, 0.5, 1)
sa, sb, sab = make_system([frag_a]), make_system([frag_b]), make_system([frag_a, frag_b])
ea, ta, outside_a = solve_ccsd(sa)
eb, tb, _ = solve_ccsd(sb)
eab, tab, _ = solve_ccsd(sab)
assert abs(eab - ea - eb) < 1e-8
ma, mb = hbar_matrix(sa, ta), hbar_matrix(sb, tb)
mab, lab_ab = check_triangular(sab, tab, eab, [(sa, ma, ea), (sb, mb, eb)], 4)
omega_a = np.sort((np.linalg.eigvals(ma[1:, 1:]) - ea).real)[0]
roots, vectors = np.linalg.eig(mab)
pick = np.argmin(np.abs(roots - eab - omega_a))
omega_a_pair = (roots[pick] - eab).real
assert abs(omega_a_pair - omega_a) < 1e-7
local = np.isin(lab_ab, ['', 'A'])
assert np.linalg.norm(vectors[~local, pick]) < 1e-6
fci_a = np.linalg.eigvalsh(sa.H)
omega_a_fci = fci_a[1] - fci_a[0]
assert abs(omega_a - omega_a_fci) > 1e-5 and outside_a > 1e-4

ka, kb, kab = cisd_matrix(sa), cisd_matrix(sb), cisd_matrix(sab)
keep_ab = lab_ab != 'X'
cisd_a = np.linalg.eigvalsh(ka)
cisd_ab = np.linalg.eigvalsh(kab[np.ix_(keep_ab, keep_ab)])
e_pair = cisd_ab[0]
assert abs(e_pair - self_energy(ka, e_pair) - self_energy(kb, e_pair)) < 1e-8
assert e_pair < cisd_a[0] - 1e-4
cisd_omega_a = cisd_a[1] - cisd_a[0]
cisd_omega_ab = nearest(cisd_ab, cisd_a[1]) - e_pair
assert abs(cisd_omega_ab - cisd_omega_a - (cisd_a[0] - e_pair)) < 1e-8

# ---- three identical two-electron fragments ----
s3 = make_system([frag_b] * 3)
e3, t3, _ = solve_ccsd(s3)
omega_b = np.sort((np.linalg.eigvals(mb[1:, 1:]) - eb).real)[0]
roots3 = np.linalg.eigvals(hbar_matrix(s3, t3)) - e3
assert np.sum(np.abs(roots3 - omega_b) < 1e-6) >= 3
assert abs(np.linalg.eigvalsh(cisd_matrix(s3))[0]
           - np.linalg.eigvalsh(collective(kb, 3))[0]) < 1e-8

# ---- helium: one atom and two noninteracting atoms ----
exponents = [30.0, 5.0, 1.2, 0.3, 0.06]
mol = gto.M(atom='He 0 0 0', basis={'He': [[0, [x, 1.0]] for x in exponents]},
            verbose=0)
helium = hartree_fock(mol.intor('int1e_kin') + mol.intor('int1e_nuc'),
                      mol.intor('int2e'), mol.intor('int1e_ovlp'), 1)
s1, s2 = make_system([helium]), make_system([helium, helium])
e1, t1, _ = solve_ccsd(s1)
e2, t2, _ = solve_ccsd(s2)
assert abs(e2 - 2 * e1) < 1e-8
m1 = hbar_matrix(s1, t1)
m2, lab2 = check_triangular(s2, t2, e2, [(s1, m1, e1), (s1, m1, e1)], 5)
fci1 = np.linalg.eigvalsh(s1.H)
assert mismatch(np.linalg.eigvals(m1), fci1) < 1e-7


def spin_roots(basis, matrix):
    """Singlet and triplet eigenvalues of one two-electron atom."""
    values, vecs = np.linalg.eigh(matrix)
    n = len(s1.strings)
    parity = []
    for v in (basis @ vecs).T:
        c = v.reshape(n, n)
        parity.append(np.sum(c * c.T))
    parity = np.array(parity)
    assert np.abs(np.abs(parity) - 1).max() < 1e-6
    return values[parity > 0], values[parity < 0]


k1, k2 = cisd_matrix(s1), cisd_matrix(s2)
singlet, triplet = spin_roots(s1.P, k1)
ec1 = singlet[0]
omega_t, omega_s = triplet[0] - ec1, singlet[1] - ec1
eom2 = np.linalg.eigvals(m2) - e2
for omega in (omega_t, omega_s):
    assert np.sum(np.abs(eom2 - omega) < 1e-6) == 2
eom_t, eom_s = nearest(eom2, omega_t).real, nearest(eom2, omega_s).real

direct = np.linalg.eigvalsh(k2)
even = spin_roots(s1.P, collective(k1, 2))[0]
odd = spin_roots(s1.P[:, 1:], k1[1:, 1:])[0]
ec2 = direct[0]
assert abs(ec2 - even[0]) < 1e-8
assert np.sum(np.abs(direct - triplet[0]) < 1e-8) == 2
cisd_t = nearest(direct, triplet[0]) - ec2
cisd_odd, cisd_even = nearest(direct, odd[0]) - ec2, nearest(direct, even[1]) - ec2
assert abs(cisd_odd + ec2 - odd[0]) < 1e-8
assert abs(cisd_even + ec2 - even[1]) < 1e-8
assert abs(cisd_t - omega_t - (ec1 - ec2)) < 1e-8 and cisd_t > omega_t + 1e-3
assert abs(cisd_even - cisd_odd) > 1e-6

# ---- partly converged amplitudes: similarity transformation is not enough ----
scan = []
for scale in (0.0, 0.5, 1.0):
    mat = hbar_matrix(s2, scale * t2)
    ev = np.sort(np.linalg.eigvals(mat).real)
    ev_one = np.sort(np.linalg.eigvals(hbar_matrix(s1, scale * t1)).real)
    assert abs(ev_one[1] - ev_one[0] - omega_t) < 1e-7
    scan.append((scale, ev[1] - ev[0], block_max(mat, lab2, 'A', ''),
                 block_max(mat, lab2, 'AB', 'A')))
assert abs(scan[0][1] - cisd_t) < 1e-7
assert abs(scan[1][1] - omega_t) > 1e-3 and scan[1][3] > 1e-6
assert abs(scan[2][1] - omega_t) < 1e-7

# ---- growth of the CISD error with the number of atoms ----
h_vec = k1[1:, 0]
h_norm = np.linalg.norm(h_vec)
offset = 0.5 * h_vec @ k1[1:, 1:] @ h_vec / h_norm ** 2
huge = 1e14
e_huge = np.linalg.eigvalsh(collective(k1, huge))[0]
assert abs(e_huge + np.sqrt(huge) * h_norm - offset) < 1e-3
both = 2 * singles_block_roots(s1, m1, e1).real.min()
assert abs(nearest(eom2, both) - both) < 1e-6

print('He s exponents (bohr^-2):', exponents)
print('determinants, SD space of He pair:', s2.H.shape[0], s2.P.shape[1])
print(f'He Hartree-Fock energy (Eh): {s1.e_ref:.6f}')
print(f'He CCSD = full CI energy (Eh): {e1:.6f}')
print(f'He correlation energy (Eh): {ec1:.6f}')
print(f'He pair CCSD correlation energy (Eh): {e2 - s2.e_ref:.6f}')
print(f'He pair CISD correlation energy (Eh): {ec2:.6f}')
print(f'2 3S, one atom, both methods (Eh): {omega_t:.6f}')
print(f'2 3S, one atom, both methods (eV): {omega_t * EV:.4f}')
print(f'2 3S, pair, EOM-CCSD (Eh): {eom_t:.6f}')
print(f'2 3S, pair, CISD (Eh): {cisd_t:.6f}')
print(f'2 3S, pair, CISD (eV): {cisd_t * EV:.4f}')
print(f'2 3S, CISD error in pair (Eh): {cisd_t - omega_t:.6f}')
print(f'2 3S, CISD error in pair (eV): {(cisd_t - omega_t) * EV:.4f}')
print(f'2 1S, one atom, both methods (Eh): {omega_s:.6f}')
print(f'2 1S, pair, EOM-CCSD, twofold (Eh): {eom_s:.6f}')
print(f'2 1S, pair, CISD odd combination (Eh): {cisd_odd:.6f}')
print(f'2 1S, pair, CISD even combination (Eh): {cisd_even:.6f}')
print(f'2 1S, pair, CISD spurious splitting (Eh): {cisd_even - cisd_odd:.6f}')
print(f'both atoms 2 3S, pair EOM-CCSD (Eh): {both:.6f}')
print(f'twice the one-atom 2 3S energy (Eh): {2 * omega_t:.6f}')
print('amplitude scale | pair 2 3S | max <A|Hbar|0> | max <AB|Hbar|A> (Eh)')
for scale, gap, low1, low2 in scan:
    print(f'  {scale:.1f} | {gap:.6f} | {low1:.2e} | {low2:.2e}')
print('N atoms | CISD E_c (Eh) | share of N E_c(1) (%) | CISD 2 3S (Eh)')
for n in (1, 2, 10, 100, 1000):
    e_n = np.linalg.eigvalsh(collective(k1, n))[0]
    print(f'  {n} | {e_n:.6f} | {100 * e_n / (n * ec1):.2f} | {triplet[0] - e_n:.6f}')
print(f'coupling norm |h| (Eh): {h_norm:.6f}')
print(f'large-N constant h.K.h/(2|h|^2) (Eh): {offset:.6f}')
print('Chain A: sites 0, 0.3, -0.2, 0.1; U=1.5, V=0.5; 4 electrons')
print('Chain B: sites 0, 0.4; U=2, V=0.5; 2 electrons (unit: hopping)')
print(f'A lowest excitation, full CI (hopping): {omega_a_fci:.6f}')
print(f'A lowest excitation, EOM-CCSD alone (hopping): {omega_a:.6f}')
print(f'A lowest excitation, EOM-CCSD with B (hopping): {omega_a_pair:.6f}')
print(f'A lowest excitation, CISD alone (hopping): {cisd_omega_a:.6f}')
print(f'A lowest excitation, CISD with B (hopping): {cisd_omega_ab:.6f}')
print(f'norm of Hbar_A|0> beyond doubles (hopping): {outside_a:.6f}')
print('all tests passed')
```

Running it gives:

```
He s exponents (bohr^-2): [30.0, 5.0, 1.2, 0.3, 0.06]
determinants, SD space of He pair: 2025 345
He Hartree-Fock energy (Eh): -2.855320
He CCSD = full CI energy (Eh): -2.872458
He correlation energy (Eh): -0.017138
He pair CCSD correlation energy (Eh): -0.034275
He pair CISD correlation energy (Eh): -0.034123
2 3S, one atom, both methods (Eh): 0.712729
2 3S, one atom, both methods (eV): 19.3943
2 3S, pair, EOM-CCSD (Eh): 0.712729
2 3S, pair, CISD (Eh): 0.729714
2 3S, pair, CISD (eV): 19.8565
2 3S, CISD error in pair (Eh): 0.016985
2 3S, CISD error in pair (eV): 0.4622
2 1S, one atom, both methods (Eh): 0.762351
2 1S, pair, EOM-CCSD, twofold (Eh): 0.762351
2 1S, pair, CISD odd combination (Eh): 0.779161
2 1S, pair, CISD even combination (Eh): 0.779502
2 1S, pair, CISD spurious splitting (Eh): 0.000341
both atoms 2 3S, pair EOM-CCSD (Eh): 1.498237
twice the one-atom 2 3S energy (Eh): 1.425458
amplitude scale | pair 2 3S | max <A|Hbar|0> | max <AB|Hbar|A> (Eh)
  0.0 | 0.729714 | 1.87e-01 | 3.51e-15
  0.5 | 0.721259 | 9.36e-02 | 2.85e-05
  1.0 | 0.712729 | 8.39e-11 | 7.69e-11
N atoms | CISD E_c (Eh) | share of N E_c(1) (%) | CISD 2 3S (Eh)
  1 | -0.017138 | 100.00 | 0.712729
  2 | -0.034123 | 99.56 | 0.729714
  10 | -0.165038 | 96.30 | 0.860629
  100 | -1.306610 | 76.24 | 2.002201
  1000 | -7.001127 | 40.85 | 7.696719
coupling norm |h| (Eh): 0.339740
large-N constant h.K.h/(2|h|^2) (Eh): 9.943357
Chain A: sites 0, 0.3, -0.2, 0.1; U=1.5, V=0.5; 4 electrons
Chain B: sites 0, 0.4; U=2, V=0.5; 2 electrons (unit: hopping)
A lowest excitation, full CI (hopping): 1.043103
A lowest excitation, EOM-CCSD alone (hopping): 1.039307
A lowest excitation, EOM-CCSD with B (hopping): 1.039307
A lowest excitation, CISD alone (hopping): 1.069576
A lowest excitation, CISD with B (hopping): 1.194219
norm of Hbar_A|0> beyond doubles (hopping): 0.034692
all tests passed
```
